# Mirror parity and orbital mixing in a bilayer nickelate model: test program

```python
"""
Result under test: the four-band eg model of a tetragonal NiO2 bilayer splits
by layer-exchange mirror parity s = +1, -1 into 2 by 2 blocks
    [[Tx + s*px, W], [W, Tz + s*pz]],  W = 2 (t3 + s*t4)(cos kx - cos ky),
and the x-z mixing W vanishes on the zone diagonals kx = +ky and kx = -ky.
Symbols: x = d(x2-y2), z = d(3z2-r2); e = site energy; t1, t2 = first and
second neighbour in-plane hopping; t3 = in-plane x-z hopping; t4 = x-z hopping
to a neighbour in the other layer; px, pz = vertical hopping. Energies in eV,
k in units of 1/a. Basis order: x1, z1, x2, z2 (number = layer).
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as charge
from scipy.optimize import brentq
from scipy.special import expit

# Rounded parameters, rough size for the pressurised compound
ex, ez = 0.80, 0.40
t1x, t1z = -0.50, -0.10
t2x, t2z = 0.07, -0.02
t3, t4 = 0.24, -0.03
px, pz = 0.01, -0.60
a_nm = 0.38
temperature = 80.0
electrons = 3.0
kT = k_boltzmann * temperature / charge


def bloch(kx, ky):
    """Four-band Bloch matrix, vectorised over k."""
    kx, ky = np.broadcast_arrays(np.asarray(kx, float), np.asarray(ky, float))
    h = np.zeros(kx.shape + (4, 4))
    plus, prod = np.cos(kx) + np.cos(ky), np.cos(kx) * np.cos(ky)
    minus = np.cos(kx) - np.cos(ky)
    for o in (0, 2):
        h[..., o, o] = ex + 2 * t1x * plus + 4 * t2x * prod
        h[..., o + 1, o + 1] = ez + 2 * t1z * plus + 4 * t2z * prod
        h[..., o, o + 1] = h[..., o + 1, o] = 2 * t3 * minus
    h[..., 0, 2] = h[..., 2, 0] = px
    h[..., 1, 3] = h[..., 3, 1] = pz
    for i, j in ((0, 3), (3, 0), (1, 2), (2, 1)):
        h[..., i, j] = 2 * t4 * minus
    return h


def block_formula(kx, ky, s):
    """Diagonal entries and mixing of the derived parity block."""
    plus, prod = np.cos(kx) + np.cos(ky), np.cos(kx) * np.cos(ky)
    level_x = ex + 2 * t1x * plus + 4 * t2x * prod + s * px
    level_z = ez + 2 * t1z * plus + 4 * t2z * prod + s * pz
    return level_x, level_z, 2 * (t3 + s * t4) * (np.cos(kx) - np.cos(ky))


def closed_energies(kx, ky, s):
    ax, az, w = block_formula(kx, ky, s)
    root = np.sqrt(((ax - az) / 2) ** 2 + w ** 2)
    return np.array([(ax + az) / 2 - root, (ax + az) / 2 + root])


eye2 = np.eye(2)
to_parity = np.block([[eye2, eye2], [eye2, -eye2]]) / np.sqrt(2)


def parity_block(h, s):
    rotated = to_parity.T @ h @ to_parity
    return rotated[:2, :2] if s > 0 else rotated[2:, 2:]


# ---- Real-space periodic cluster, built bond by bond ----
L = 6


def site(x, y, layer, orb):
    return (((x % L) * L + y % L) * 2 + layer) * 2 + orb


def cluster(anisotropy=0.0, bias=0.0):
    h = np.zeros((4 * L * L, 4 * L * L))
    bonds = {(0, 0): (np.diag([ex, ez]), np.diag([px, pz]))}
    for d in (1, -1):
        for step, sign, mix in (((d, 0), 1, t3 + anisotropy), ((0, d), -1, t3)):
            bonds[step] = (np.array([[t1x, sign * mix], [sign * mix, t1z]]),
                           np.array([[0, sign * t4], [sign * t4, 0]]))
        for d2 in (1, -1):
            bonds[(d, d2)] = (np.diag([t2x, t2z]), np.zeros((2, 2)))
    for x in range(L):
        for y in range(L):
            for (dx, dy), (same, other) in bonds.items():
                for layer in (0, 1):
                    for o in (0, 1):
                        for q in (0, 1):
                            i = site(x, y, layer, o)
                            h[i, site(x + dx, y + dy, layer, q)] += same[o, q]
                            h[i, site(x + dx, y + dy, 1 - layer, q)] += other[o, q]
            for layer in (0, 1):
                for o in (0, 1):
                    i = site(x, y, layer, o)
                    h[i, i] += bias * (0.5 - layer)
    return h


mirror = np.zeros((4 * L * L, 4 * L * L))
swap_xy = np.zeros_like(mirror)
for x in range(L):
    for y in range(L):
        for layer in (0, 1):
            for o in (0, 1):
                mirror[site(x, y, 1 - layer, o), site(x, y, layer, o)] = 1
                swap_xy[site(y, x, layer, o), site(x, y, layer, o)] = 2 * o - 1


def commutator(p, q):
    return np.abs(p @ q - q @ p).max()


h_real = cluster()
assert np.allclose(h_real, h_real.T)
assert commutator(h_real, mirror) < 1e-12
assert commutator(h_real, swap_xy) < 1e-12
assert commutator(cluster(anisotropy=0.01), swap_xy) > 1e-3
assert commutator(cluster(anisotropy=0.01), mirror) < 1e-12
assert commutator(cluster(bias=0.02), mirror) > 1e-3

grid = 2 * np.pi * np.arange(L) / L
formula_levels = np.concatenate([closed_energies(p, q, s)
                                 for p in grid for q in grid for s in (1, -1)])
spectrum_error = np.abs(np.sort(formula_levels) - np.linalg.eigvalsh(h_real)).max()
assert spectrum_error < 1e-10

# Bloch states placed on the cluster give the matrix elements directly
for p in grid:
    for q in grid:
        waves = np.zeros((4 * L * L, 4), complex)
        for x in range(L):
            for y in range(L):
                for c in range(4):
                    waves[site(x, y, c // 2, c % 2), c] = np.exp(1j * (p * x + q * y)) / L
        direct = waves.conj().T @ h_real @ waves
        assert np.allclose(direct, bloch(p, q), atol=1e-12)
        rotated = to_parity.T @ direct @ to_parity
        assert np.abs(rotated[:2, 2:]).max() < 1e-12
        for s in (1, -1):
            ax, az, w = block_formula(p, q, s)
            assert np.allclose(parity_block(direct, s), [[ax, w], [w, az]], atol=1e-12)
        if np.isclose(np.cos(p), np.cos(q)):
            assert abs(direct[0, 1]) < 1e-12 and abs(direct[0, 3]) < 1e-12

# ---- Symmetry rule for all neighbours, from overlaps of real d orbitals ----
alpha = 2.0
nodes, weights = np.polynomial.hermite.hermgauss(6)
mesh = np.array(np.meshgrid(nodes, nodes, nodes, indexing="ij")).reshape(3, -1)
mesh = mesh / np.sqrt(2 * alpha)
w3 = np.einsum("i,j,k->ijk", weights, weights, weights).ravel() / np.pi ** 1.5


def orb_x(r):
    return np.sqrt(3) / 2 * (r[0] ** 2 - r[1] ** 2)


def orb_z(r):
    return r[2] ** 2 - (r[0] ** 2 + r[1] ** 2) / 2


norm = np.sum(w3 * orb_x(mesh) ** 2)


def overlap_xz(R):
    """Overlap of x at the origin with z at R (Gaussian radial part)."""
    R = np.asarray(R, float)
    half = R[:, None] / 2
    return np.sum(w3 * orb_x(mesh + half) * orb_z(mesh - half)) \
        * np.exp(-alpha * R @ R / 2) / norm


def overlap_sum(kx, ky, a1, a2, height):
    total = 0
    for m in range(-4, 5):
        for n in range(-4, 5):
            R = np.array([m * a1[0] + n * a2[0], m * a1[1] + n * a2[1], height])
            total += overlap_xz(R) * np.exp(1j * (kx * m + ky * n))
    return abs(total)


s_x, s_y = overlap_xz([1, 0, 0]), overlap_xz([0, 1, 0])
assert abs(s_x) > 1e-2 and abs(s_x + s_y) < 1e-12
assert abs(overlap_xz([2, 1, 0])) > 1e-3
assert abs(overlap_xz([2, 1, 0]) + overlap_xz([1, 2, 0])) < 1e-12
for R in ([1, 1, 0], [1, -1, 0], [0, 0, 1], [0.5, 0.5, 1]):
    assert abs(overlap_xz(R)) < 1e-12
for height in (0, 1):
    for sign in (1, -1):
        assert overlap_sum(0.9, sign * 0.9, (1, 0), (0, 1), height) < 1e-12
        assert overlap_sum(0.9, sign * 0.9, (1, 0.1), (0.1, 1), height) < 1e-12
off_diagonal_sum = overlap_sum(0.9, 0.2, (1, 0), (0, 1), 0)
stretched_sum = overlap_sum(0.9, 0.9, (1.1, 0), (0, 1), 0)
assert off_diagonal_sum > 1e-2 and stretched_sum > 1e-3

# ---- Oxygen-mediated hopping: eliminate in-plane p orbitals ----


def downfolded(kx, ky, oxygen_hop):
    sx, sy = 2j * np.sin(kx / 2), 2j * np.sin(ky / 2)
    dp = 1.5 * np.array([[np.sqrt(3) / 2 * sx, -np.sqrt(3) / 2 * sy],
                         [-0.5 * sx, -0.5 * sy]])
    pp_mix = 4 * oxygen_hop * np.sin(kx / 2) * np.sin(ky / 2)
    h_pp = np.array([[-4.0, pp_mix], [pp_mix, -4.0]])
    return (dp @ np.linalg.inv(-h_pp) @ dp.conj().T).real


kgrid = 2 * np.pi * np.arange(8) / 8
hop_x = sum(downfolded(p, q, 0) * np.cos(p) for p in kgrid for q in kgrid) / 64
hop_y = sum(downfolded(p, q, 0) * np.cos(q) for p in kgrid for q in kgrid) / 64
assert hop_x[0, 0] < 0 and hop_x[1, 1] < 0 and hop_x[0, 1] > 0
assert np.isclose(hop_x[0, 1] ** 2, hop_x[0, 0] * hop_x[1, 1])
assert np.isclose(hop_y[0, 1], -hop_x[0, 1])
for sign in (1, -1):
    assert abs(downfolded(0.9, sign * 0.9, 0.5)[0, 1]) < 1e-12
assert abs(downfolded(0.9, 0.2, 0.5)[0, 1]) > 1e-3

# ---- Chemical potential and its mesh shift ----


def band_mesh(n):
    k = (np.arange(n) + 0.5) * np.pi / n
    return np.linalg.eigvalsh(bloch(k[:, None], k[None, :]))


def chemical_potential(bands):
    def excess(mu):
        return 2 * expit((mu - bands) / kT).sum() / bands[..., 0].size - electrons
    return brentq(excess, bands.min() - 1, bands.max() + 1, xtol=1e-12)


mu_coarse = chemical_potential(band_mesh(150))
bands = band_mesh(300)
mu = chemical_potential(bands)
mesh_shift = mu - mu_coarse
assert abs(mesh_shift) < 1e-3
bandwidth = bands.max() - bands.min()

# ---- Fermi points on the diagonal: quadratic in cos k against a 4x4 scan ----
fermi_points = []
for name, e0, t1, t2, p in (("x", ex, t1x, t2x, px), ("z", ez, t1z, t2z, pz)):
    for s in (1, -1):
        for c in np.roots([4 * t2, 4 * t1, e0 + s * p - mu]):
            if abs(c.imag) < 1e-12 and abs(c.real) <= 1:
                fermi_points.append((np.arccos(c.real), name, s))
fermi_points.sort()
line = np.linspace(0, np.pi, 6001)
diag_bands = np.linalg.eigvalsh(bloch(line, line)) - mu
scanned = []
for b in range(4):
    v = diag_bands[:, b]
    for i in np.where(v[:-1] * v[1:] < 0)[0]:
        scanned.append(line[i] + (line[i + 1] - line[i]) * v[i] / (v[i] - v[i + 1]))
assert len(scanned) == len(fermi_points)
assert np.allclose(np.sort(scanned), [f[0] for f in fermi_points], atol=1e-4)

# ---- Same-parity crossings on the diagonal and their opening beside it ----
crossings = {}
for s in (1, -1):
    roots = np.roots([4 * (t2x - t2z), 4 * (t1x - t1z), ex - ez + s * (px - pz)])
    c = [r.real for r in roots if abs(r.imag) < 1e-12 and abs(r.real) <= 1]
    assert len(c) == 1
    kc = np.arccos(c[0])
    on = np.linalg.eigvalsh(parity_block(bloch(kc, kc), s))
    assert on[1] - on[0] < 1e-10
    q = 1e-3
    near = np.linalg.eigvalsh(parity_block(bloch(kc + q, kc - q), s))
    slope = 8 * abs(t3 + s * t4) * np.sin(kc)
    assert np.isclose((near[1] - near[0]) / q, slope, rtol=1e-3)
    off = np.linalg.eigvalsh(parity_block(bloch(kc + 0.05, kc - 0.05), s))
    crossings[s] = (kc, on[0], slope, off[1] - off[0])

# ---- Sizes of neglected effects (rough inputs) ----
t_between = 0.01
parity_coupling, level_shift = 0.0, 0.0
for p in np.linspace(0, np.pi, 13):
    for q in np.linspace(0, np.pi, 13):
        base = bloch(p, q).astype(complex)
        for phase in np.linspace(0, np.pi, 9):
            h = base.copy()
            extra = 4 * t_between * np.cos(p / 2) * np.cos(q / 2) * np.exp(-1j * phase)
            h[1, 3] += extra
            h[3, 1] += np.conj(extra)
            coupling = np.abs((to_parity.T @ h @ to_parity)[:2, 2:]).max()
            if phase in (0.0, np.pi):
                assert coupling < 1e-12
            parity_coupling = max(parity_coupling, coupling)
            change = np.linalg.eigvalsh(h) - np.linalg.eigvalsh(base)
            level_shift = max(level_shift, np.abs(change).max())
assert parity_coupling > 1e-3

bond_difference, site_mixing = 0.01, 0.01
kc = crossings[1][0]
strained = bloch(kc, kc)
for o in (0, 2):
    strained[o, o + 1] += site_mixing + 2 * bond_difference * np.cos(kc)
    strained[o + 1, o] = strained[o, o + 1]
strain_levels = np.linalg.eigvalsh(parity_block(strained, 1))
strain_gap = strain_levels[1] - strain_levels[0]

bias = 0.02
biased = bloch(np.pi / 3, np.pi / 3) + np.diag([bias, bias, -bias, -bias]) / 2
bias_coupling = np.abs((to_parity.T @ biased @ to_parity)[:2, 2:]).max()
assert np.isclose(bias_coupling, bias / 2)
x_pair = np.linalg.eigvalsh(biased[np.ix_([0, 2], [0, 2])])
x_split_biased = x_pair[1] - x_pair[0]
assert np.isclose(x_split_biased, np.hypot(2 * px, bias))

zeta, cubic_split = 0.08, 1.5
m = np.arange(2, -3, -1)
raise_l = np.diag(np.sqrt(6 - m[1:] * (m[1:] + 1)), 1)
raise_s = np.array([[0.0, 1.0], [0.0, 0.0]])
l_dot_s = np.kron(np.diag(m), np.diag([0.5, -0.5])) \
    + (np.kron(raise_l, raise_s.T) + np.kron(raise_l.T, raise_s)) / 2
eg = np.array([[0, 0, 1, 0, 0], [1 / np.sqrt(2), 0, 0, 0, 1 / np.sqrt(2)]])
eg_spin = np.kron(eg, eye2)
assert np.abs(eg_spin @ l_dot_s @ eg_spin.T).max() < 1e-12
atom = cubic_split * np.kron(eg.T @ eg, eye2) + zeta * l_dot_s
so_shift = np.linalg.eigvalsh(atom)[-4:].mean() - cubic_split
# next order is relatively zeta/(2*cubic_split), about 3 percent
assert np.isclose(so_shift, 1.5 * zeta ** 2 / cubic_split, rtol=0.05)
coulomb = 4.0

# ---- Printed numbers ----
print(f"Site energies ex, ez: {ex:.2f}, {ez:.2f} eV")
print(f"First-neighbour t1x, t1z: {t1x:.2f}, {t1z:.2f} eV")
print(f"Second-neighbour t2x, t2z: {t2x:.2f}, {t2z:.2f} eV")
print(f"x-z hoppings t3, t4: {t3:.2f}, {t4:.2f} eV")
print(f"Vertical hoppings px, pz: {px:.2f}, {pz:.2f} eV")
print(f"Ni-Ni spacing (rough): {a_nm:.2f} nm")
print(f"Temperature: {temperature:.0f} K, kT = {kT:.4f} eV")
print(f"eg electrons per bilayer cell: {electrons:.0f}")
print(f"Oxygen estimate sqrt(t1x*t1z) of t3: {np.sqrt(t1x * t1z):.3f} eV")
print(f"Cluster spectrum, largest error of formula: {spectrum_error:.1e} eV")
print(f"Overlap x-z on x bond, y bond: {s_x:.4f}, {s_y:.4f} (relative)")
print(f"Overlap sum at (0.9,0.2), square lattice: {off_diagonal_sum:.4f}")
print(f"Overlap sum at (0.9,0.9), x axis stretched 10%: {stretched_sum:.4f}")
for s, label in ((1, "even"), (-1, "odd")):
    block = parity_block(bloch(np.pi / 3, np.pi / 3), s)
    print(f"(pi/3,pi/3) {label}: x level {block[0, 0]:.3f}, z level {block[1, 1]:.3f} eV")
for s, label in ((1, "even"), (-1, "odd")):
    block = parity_block(bloch(np.pi, 0), s)
    val, vec = np.linalg.eigh(block)
    print(f"(pi,0) {label}: x entry {block[0, 0]:.3f}, z entry {block[1, 1]:.3f}, "
          f"mixing {block[0, 1]:.3f} eV")
    print(f"(pi,0) {label}: energies {val[0]:.3f}, {val[1]:.3f} eV; "
          f"z weights {vec[1, 0] ** 2:.3f}, {vec[1, 1] ** 2:.3f}")
for s, label in ((1, "even"), (-1, "odd")):
    kc, energy, slope, gap = crossings[s]
    print(f"Diagonal crossing {label}: k = {kc:.4f} /a, energy {energy:.4f} eV")
    print(f"  gap slope {slope:.3f} eV per unit q; gap at q=0.05: {gap:.4f} eV")
print(f"Chemical potential: {mu:.4f} eV")
print(f"Mesh shift of it (150 to 300 points per half axis): {mesh_shift:.1e} eV")
for kf, name, s in fermi_points:
    print(f"Diagonal Fermi point {name} {'even' if s > 0 else 'odd'}: kx = ky = {kf:.4f} /a,"
          f" |k| = {np.sqrt(2) * kf / a_nm:.2f} 1/nm")
z_top = parity_block(bloch(np.pi, np.pi), 1)[1, 1]
print(f"Even z level at (pi,pi): {z_top:.3f} eV, minus mu: {z_top - mu:.4f} eV")
print(f"Total width of the four bands: {bandwidth:.3f} eV")
print(f"Hopping between bilayers (rough): {t_between:.3f} eV")
print(f"  largest parity coupling {parity_coupling:.4f}, level shift {level_shift:.4f} eV")
print(f"Bond difference in t3, on-site mixing (rough): {bond_difference:.3f}, "
      f"{site_mixing:.3f} eV")
print(f"  gap opened at the even crossing: {strain_gap:.4f} eV")
print(f"Layer bias (rough): {bias:.3f} eV, parity coupling {bias_coupling:.4f} eV")
print(f"  x even-odd splitting without, with bias: {2 * px:.4f}, {x_split_biased:.4f} eV")
print(f"Spin-orbit constant, eg-t2g splitting (rough): {zeta:.2f}, {cubic_split:.1f} eV")
print(f"  common eg level shift: {so_shift:.4f} eV")
print(f"Coulomb repulsion (rough): {coulomb:.1f} eV, over bandwidth: {coulomb / bandwidth:.2f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Site energies ex, ez: 0.80, 0.40 eV
First-neighbour t1x, t1z: -0.50, -0.10 eV
Second-neighbour t2x, t2z: 0.07, -0.02 eV
x-z hoppings t3, t4: 0.24, -0.03 eV
Vertical hoppings px, pz: 0.01, -0.60 eV
Ni-Ni spacing (rough): 0.38 nm
Temperature: 80 K, kT = 0.0069 eV
eg electrons per bilayer cell: 3
Oxygen estimate sqrt(t1x*t1z) of t3: 0.224 eV
Cluster spectrum, largest error of formula: 4.4e-15 eV
Overlap x-z on x bond, y bond: 0.2124, -0.2124 (relative)
Overlap sum at (0.9,0.2), square lattice: 0.1785
Overlap sum at (0.9,0.9), x axis stretched 10%: 0.0842
(pi/3,pi/3) even: x level -0.120, z level -0.420 eV
(pi/3,pi/3) odd: x level -0.140, z level 0.780 eV
(pi,0) even: x entry 0.530, z entry -0.120, mixing -0.840 eV
(pi,0) even: energies -0.696, 1.106 eV; z weights 0.680, 0.320
(pi,0) odd: x entry 0.510, z entry 1.080, mixing -1.080 eV
(pi,0) odd: energies -0.322, 1.912 eV; z weights 0.372, 0.628
Diagonal crossing even: k = 0.7046 /a, energy -0.5512 eV
  gap slope 1.088 eV per unit q; gap at q=0.05: 0.0544 eV
Diagonal crossing odd: k = 1.6987 /a, energy 1.0497 eV
  gap slope 2.142 eV per unit q; gap at q=0.05: 0.1071 eV
Chemical potential: 0.0021 eV
Mesh shift of it (150 to 300 points per half axis): 8.0e-09 eV
Diagonal Fermi point x even: kx = ky = 1.1265 /a, |k| = 4.19 1/nm
Diagonal Fermi point x odd: kx = ky = 1.1390 /a, |k| = 4.24 1/nm
Diagonal Fermi point z even: kx = ky = 2.1776 /a, |k| = 8.10 1/nm
Even z level at (pi,pi): 0.120 eV, minus mu: 0.1179 eV
Total width of the four bands: 4.020 eV
Hopping between bilayers (rough): 0.010 eV
  largest parity coupling 0.0400, level shift 0.0400 eV
Bond difference in t3, on-site mixing (rough): 0.010, 0.010 eV
  gap opened at the even crossing: 0.0505 eV
Layer bias (rough): 0.020 eV, parity coupling 0.0100 eV
  x even-odd splitting without, with bias: 0.0200, 0.0283 eV
Spin-orbit constant, eg-t2g splitting (rough): 0.08, 1.5 eV
  common eg level shift: 0.0062 eV
Coulomb repulsion (rough): 4.0 eV, over bandwidth: 1.00
ALL CHECKS PASSED
```
